# Why Indentation Overestimates the Modulus of a Soft Film on Silicon

**Question.** A porous organosilicate dielectric with Young's modulus 5 GPa and thickness 500 nm is bonded to silicon. An indenter is pressed in to one tenth of the thickness, and the unloading stiffness is converted to a modulus as if the film were infinitely deep. Why is the result too high, what sets the error, and how large is it?

**Answer.**

## What the substrate does to the stiffness

Let $F$ be the load, $h$ the tip displacement, $a$ the contact radius and $S=dF/dh$ the stiffness at the start of unloading. A uniform half-space under a rigid frictionless tip has $S=2aE^*$, with $E^*=E/(1-\nu^2)$; this is derived below. The apparent modulus is therefore defined by

$$E^*_{\rm app}=\frac{S}{2a},$$

and converted to $E_{\rm app}$ with the film's Poisson ratio. I take $a$ as known, unloading as elastic, slopes as small, and film (subscript f, thickness $t$) and substrate (subscript s) as linear and isotropic.

Consider first a flat punch pushed in by a fixed $\delta$. Among all displacement fields that match $\delta$ under the punch, the equilibrium field minimizes the strain energy $\Pi$, and $\Pi=\tfrac12F\delta=\tfrac12S\delta^2$. Now raise $E_s$ slightly at fixed $\nu_s$. The field readjusts, but near a minimum this alters $\Pi$ only at second order. To first order $\Pi$ changes because the energy $\Pi_s$ stored in the substrate is proportional to $E_s$ at given strain. Hence $d\Pi/dE_s=\Pi_s/E_s$, or

$$\frac{d\ln S}{d\ln E_s}=\varphi,\qquad \varphi=\frac{\Pi_s}{\Pi}.$$

For equal Poisson ratios, $E_s=E_f$ is the uniform half-space, where $E_{\rm app}=E_f$. Integrating from there,

$$\ln\frac{E_{\rm app}}{E_f}=\int_{E_f}^{E_s}\varphi(E')\,\frac{dE'}{E'} .$$

The load must cross the interface, so an elastic substrate is stressed and $\varphi>0$ for any contact size. With equal Poisson ratios, a stiffer substrate thus raises the reading at every $a/t$, and a softer one lowers it. There is no threshold radius below which the substrate is absent.

The error does not measure the strain present in the substrate. A rigid substrate has no strain at all, yet by the same integral it gives the largest overestimate. The film reads stiff because the substrate refuses the strain that a uniform half-space would have had below depth $t$.

## Surface compliance of the layered body

To find the size of the effect, resolve the pressure into components $pJ_0(kr)$. With $z$ downward, the displacements are $u_r=U(z)J_1(kr)$ and $u_z=W(z)J_0(kr)$. Put $\zeta=k(z-t)$, let primes mean $d/d\zeta$, and write $\Theta=U+W'$ for the dilatation amplitude. The equilibrium equation $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$ becomes

$$(1-2\nu)(W''-W)+\Theta'=0,\qquad (1-2\nu)(U''-U)-\Theta=0.$$

With $\kappa=3-4\nu$, the decaying solution is

$$U=(A+B\zeta)e^{-\zeta},\qquad W=(A+B\zeta+\kappa B)e^{-\zeta}.$$

Indeed $U''-U=W''-W=-2Be^{-\zeta}$ and $\Theta=(1-\kappa)Be^{-\zeta}$, so both equations reduce to $-2(1-2\nu)-(1-\kappa)=0$, which holds. The growing solution is the mirror image, with $W$ reversed:

$$U=(C-D\zeta)e^{\zeta},\qquad W=-(C-D\zeta+\kappa D)e^{\zeta}.$$

The shear and normal tractions are $T=\mu k(U'-W)$ and $N=\mu k\left[\tfrac{2\nu}{1-2\nu}\Theta+2W'\right]$, with $\mu$ the shear modulus. For the decaying part they give

$$\frac{T}{\mu k}=[-2A-2B\zeta+(1-\kappa)B]e^{-\zeta},\quad \frac{N}{\mu k}=[-2A-2B\zeta-(1+\kappa)B]e^{-\zeta}.$$

Reflection reverses $T$ and keeps $N$. Sums and differences are simple in terms of $G=2A+\kappa B$ and $H=2C+\kappa D$:

| | decaying, times $e^{-\zeta}$ | growing, times $e^{\zeta}$ |
|---|---|---|
| $U+W$ | $G+2B\zeta$ | $-\kappa D$ |
| $U-W$ | $-\kappa B$ | $H-2D\zeta$ |
| $(N+T)/\mu k$ | $-2(G+2B\zeta)$ | $-2D$ |
| $(N-T)/\mu k$ | $-2B$ | $-2(H-2D\zeta)$ |

The substrate has a decaying part alone, with coefficients $G',B'$. At $\zeta=0$, continuity of the sums gives $G-\kappa_fD=G'$ and $\mu_f(G+D)=\mu_sG'$. Continuity of the differences gives $H-\kappa_fB=-\kappa_sB'$ and $\mu_f(B+H)=\mu_sB'$. Eliminating the primed quantities,

$$D=-bG,\quad H=-cB,\quad b=\frac{\mu_f-\mu_s}{\mu_f+\kappa_f\mu_s},\quad c=\frac{\kappa_s\mu_f-\kappa_f\mu_s}{\kappa_s\mu_f+\mu_s}.$$

At the surface $\zeta=-x$, with $x=kt$, we need $T=0$ and $N=-p$. Let $q=e^{-2x}$ and $g=pe^{-x}/(2\mu_fk)$. The last two table rows become

$$G-2xB+qD=g,\qquad B+q(H+2xD)=g.$$

Inserting $D$ and $H$ leaves $(1-bq)G-2xB=g$ and $-2xbqG+(1-cq)B=g$, whose solution is

$$G=\frac{g(1-cq+2x)}{\Delta},\quad B=\frac{g(1-bq+2xbq)}{\Delta},\quad \Delta=(1-bq)(1-cq)-4bx^2q.$$

The vertical displacement is half of $(U+W)-(U-W)$. Using the two surface conditions to replace $G-2xB$ and $q(H+2xD)$,

$$2We^{-x}=(g-qD-\kappa_fqD)+\kappa_fB-(g-B)=(1+\kappa_f)(B+bqG).$$

Since $(1+\kappa_f)/(4\mu_f)=(1-\nu_f)/\mu_f=2/E_f^*$, this is

$$W=\frac{2p}{E_f^*k}M(x),\qquad M=\frac{1+4bxq-bcq^2}{(1-bq)(1-cq)-4bx^2q}.$$

Short waves ($x\to\infty$) give $M=1$ and feel only film. For long waves and equal Poisson ratios, $M(0)=(1-bc)/[(1-b)(1-c)]=\mu_f/\mu_s$: they feel only substrate. A contact of radius $a$ contains mainly wavenumbers up to a few times $1/a$, so the mixture depends on $a/t$.

## From compliance to contact stiffness

Let $\hat p(k)=\int_0^\infty r\,p(r)J_0(kr)\,dr$ and write $\hat p(k)=\int_0^a\chi(s)\cos ks\,ds$. Integrating $k\hat p$ by parts and using $\int_0^\infty J_0(kr)\sin ks\,dk=(s^2-r^2)^{-1/2}$ for $s>r$, and zero for $s<r$, gives

$$p(r)=\frac{\chi(a)}{\sqrt{a^2-r^2}}-\int_r^a\frac{\chi'(s)\,ds}{\sqrt{s^2-r^2}}\quad(r<a),$$

and no pressure outside, as required. The displacement condition under a flat punch is $(2/E_f^*)\int_0^\infty M\hat pJ_0(kr)\,dk=\delta$. Split $M=1-(1-M)$. In the first part use $\int_0^\infty J_0(kr)\cos ks\,dk=(r^2-s^2)^{-1/2}$ for $s<r$, and zero for $s>r$. In the second use $J_0(kr)=\frac2\pi\int_0^r\cos ks\,(r^2-s^2)^{-1/2}ds$. Then

$$\int_0^r\frac{ds}{\sqrt{r^2-s^2}}\left[\chi(s)-\int_0^aK(s,s')\chi(s')ds'\right]=\frac{E_f^*\delta}{2},$$

$$K(s,s')=\frac2\pi\int_0^\infty(1-M)\cos ks\cos ks'\,dk .$$

This Abel equation has a unique solution. A constant bracket contributes $\pi/2$ times itself, so the bracket equals $E_f^*\delta/\pi$. The load is $F=2\pi\hat p(0)=2\pi\int_0^a\chi\,ds$. With $M=1$ this gives $F=2aE^*\delta$, the half-space rule.

Now set $s=a\sigma$, $\chi=(E_f^*\delta/\pi)f$ and $\tau=a/t$:

$$f(\sigma)-\int_0^1\mathcal K f(\sigma')\,d\sigma'=1,\qquad \frac{E_{\rm app}}{E_f}=R=\int_0^1f\,d\sigma,$$

$$\mathcal K=\frac{2\tau}{\pi}\int_0^\infty[1-M(x)]\cos(x\tau\sigma)\cos(x\tau\sigma')\,dx .$$

A real tip is curved. Its shape changes the right side of the equation for $\chi$ to some function of $s$ and $h$ that does not contain $a$. Finite pressure at the edge requires $\chi(a)=0$. Differentiating the equation with respect to $a$ at fixed $h$ gives

$$\partial_a\chi-\int_0^aK\,\partial_a\chi\,ds'=K(s,a)\chi(a)=0.$$

A nonzero solution would be a pressure that produces no displacement under the contact, hence no stored energy, which is impossible. So $\partial_a\chi=0$, and $\partial F/\partial a=2\pi[\chi(a)+\int_0^a\partial_a\chi\,ds]=0$. The growth of the contact does not contribute to $dF/dh$, and $S$ equals the flat-punch stiffness at the same $a$.

## Small contacts

For small $\tau$, expand the cosines. The kernel is a constant $\alpha\tau$ plus a remainder $\mathcal K_1$:

$$\alpha=\frac2\pi\int_0^\infty(1-M)\,dx,\qquad \mathcal K_1=-\frac{\tau^3}{\pi}(\sigma^2+\sigma'^2)\int_0^\infty x^2(1-M)\,dx+O(\tau^5).$$

The constant part acts on $f$ through its integral $R$, so $f-\int\mathcal K_1f\,d\sigma'=1+\alpha\tau R$. Let $f_1$ solve the same equation with right side 1, and let $R_1=\int_0^1f_1\,d\sigma$. Then $f=(1+\alpha\tau R)f_1$, and integration gives $R=(1+\alpha\tau R)R_1$, or $1/R=1/R_1-\alpha\tau$. Since $\sigma^2+\sigma'^2$ averages to $2/3$,

$$\frac{E_f}{E_{\rm app}}=1-\alpha\frac at+\beta\left(\frac at\right)^3+O\!\left(\frac{a^5}{t^5}\right),\qquad \beta=\frac{2}{3\pi}\int_0^\infty x^2(1-M)\,dx .$$

The linear term has a direct meaning. Putting it into $\delta=F/(2aE^*_{\rm app})$ gives

$$\delta\simeq\frac{F}{2aE_f^*}-\frac{\alpha F}{2E_f^*t}.$$

The substrate removes a displacement that depends on load and thickness but not on $a$. The local indentation falls as $1/a$, so the missing part matters more for a wider contact.

## The number

Take $E_s=165$ GPa for silicon and $\nu=0.25$ for both materials. A Berkovich pyramid is replaced by the cone of equal area, half-angle 70.3°, so $a=2.793\,h_c$, where $h_c$ is the contact depth. I read the question's one tenth of the thickness as $h_c=50$ nm. The tip displacement is a different quantity, because the surface around the tip moves too: for a fully elastic cone it would be 70 nm. If 50 nm were instead the tip displacement of such a cone, $h_c$ would be 34 nm and the reading 5.91 GPa, an overestimate of 18%. Numerical integration gives $\alpha=0.816$ and $\beta=0.476$.

At $h_c=50$ nm, $a=139.6$ nm and $a/t=0.279$. The expansion gives

$$\frac{E_f}{E_{\rm app}}\simeq1-0.228+0.010=0.782,\qquad E_{\rm app}\simeq6.39\ {\rm GPa}.$$

Solving the integral equation by Gauss quadrature gives 6.40 GPa, an overestimate of 28% relative to the film's 5 GPa. Other depths are:

| $h_c$ (nm) | $a/t$ | $E_{\rm app}$ (GPa) | linear term alone (GPa) |
|---|---|---|---|
| 10 | 0.056 | 5.24 | 5.24 |
| 25 | 0.140 | 5.64 | 5.64 |
| 50 | 0.279 | 6.40 | 6.48 |
| 100 | 0.559 | 8.21 | 9.19 |

The error reaches 5% at $h_c=10.5$ nm, about 2% of the thickness. A depth of one tenth is therefore no protection for the modulus in this case. Nor is depth the governing variable. A sphere of radius 5000 nm at a contact depth of 5 nm has $a=\sqrt{2(5000)(5)-5^2}=224$ nm and reads 7.45 GPa, at 1% of the thickness.

The energy shares show the mechanism. For the flat punch of the same radius, $a=139.6$ nm, whose stiffness is the one measured, an axisymmetric finite-element solution puts 20% of the strain energy below the interface when the substrate matches the film, but 1.0% when it is silicon. These are the shares $\varphi$ that govern $S$. The total strain energy of an elastic cone at $h_c=50$ nm divides differently, with 15% and 0.7% below the interface. The share integrated over $\ln E_s$ is 0.245, while $\ln(6.395/5)=0.246$. The error is built up on the way from matched to stiff, not by the small energy left in the silicon. A rigid substrate would give 6.46 GPa, scarcely more than silicon. A substrate of 1 GPa would give 3.05 GPa.

The expansion also supplies a correction: plot $1/E_{\rm app}$ against $a/t$ and extrapolate to zero. The depths 25 and 50 nm have $a/t$ in the ratio 1:2, so the intercept is $2/5.635-1/6.395=0.1986$ GPa⁻¹, or 5.04 GPa. The remaining 0.7% comes mainly from the cubic term.

## How far a real film departs from the model

The film values are round figures chosen for illustration. Thinner films have a larger error at the same contact radius. All the following estimates are for $h_c=50$ nm.

Silicon is anisotropic, but moduli of 130 and 188 GPa give 6.38 and 6.40 GPa, so this hardly matters. A film Poisson ratio between 0.15 and 0.35, with silicon's held fixed, moves $E_{\rm app}/E_f$ between 1.26 and 1.31. If the compliance of a diamond tip (roughly 1100 GPa, Poisson ratio 0.07) is not subtracted, the reading falls by 0.6%. Full sticking instead of frictionless contact raises the finite-element stiffness by 4%.

The shape of the tip matters more. A tip rounded to radius $R_t=50$ nm joins its cone as if the apex lay $R_t(1/\sin70.3^\circ-1)$ lower, which makes $a$ 6% larger than the ideal cone gives. Since $E^*_{\rm app}=S/(2a)$, the area must be calibrated. The substrate also biases the usual estimate of the area. The half-space rule $h_c=h-0.727\,F/S$, applied to the elastic cone at a true $h_c$ of 50 nm, returns about 48 nm, and the reading rises from 6.40 to 6.71 GPa. Nor are the slopes of this cone very small. On a uniform half-space of film, the linear solution for an elastic cone moves the surface at the contact edge inward by 6% of $a$, a motion the model neglects when it fits the surface to the tip. The model also ignores the film displaced by the tip. Replacing $t$ by the 450 nm left under it, a crude estimate, gives 6.58 GPa. This accounts only for the thinner film. The sloping wall of the impression changes the stiffness too, even without a stiffer substrate, and that change is not included.

The assumption most particular to a porous film is that its modulus stays uniform. Pores can collapse under the tip. If the density rises by 10% within radius $a$ and depth $0.87a$, and the modulus goes as density squared, the finite-element stiffness rises by a further 6.6%. The exponent is an assumption; with density cubed the rise is 9.9%. This stiffening comes from the film itself, and the substrate correction does not remove it. An extrapolated modulus is therefore the intact film's modulus only if densification, the error in contact area, and the effects of friction and tip slope are small or separately known.

Numerical values quoted here were computed with a short program.
